# Self-Consistent Scattering and Current Conservation in Recursive Green-Function Transport: test program

```python
"""Recursive sweep for the lesser Green function, and current conservation.

Result under test: for a block-tridiagonal Hermitian H and block-diagonal
self-energies, one forward and one backward sweep give the diagonal and first
off-diagonal blocks of G^< = G Sigma^< G^dagger, G = (E - H - Sigma^r)^-1.
The bond current j_i(E) = -2 Re Tr[T_i^dagger G^<_(i,i+1)], T_i = H_(i,i+1),
obeys j_i - j_(i-1) = Tr[Sigma^<_i G^>_ii - Sigma^>_i G^<_ii]. It is the same
in all layers at each energy for self-consistent elastic scattering, and only
after energy integration for phonon scattering.
Energies in eV, Green functions in 1/eV, positive current = electrons to right.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm


def dag(x):
    return np.conj(np.swapaxes(x, -1, -2))


def trace(x):
    return np.trace(x, axis1=-2, axis2=-1)


def sweep(a_diag, hops, sig_less):
    """Diagonal G, diagonal G^<, and upper off-diagonal G^< blocks."""
    g, g_less = [], []
    for i in range(len(a_diag)):
        a, s = a_diag[i], sig_less[i]
        if i > 0:
            t = hops[i - 1]
            a = a - dag(t) @ g[-1] @ t
            s = s + dag(t) @ g_less[-1] @ t
        gi = np.linalg.inv(a)
        g.append(gi)
        g_less.append(gi @ s @ dag(gi))
    full, less = list(g), list(g_less)
    less_up = [None] * len(hops)
    for i in reversed(range(len(hops))):
        t = hops[i]
        u = g[i] @ t
        full_up = u @ full[i + 1]
        less_up[i] = u @ less[i + 1] + g_less[i] @ t @ dag(full[i + 1])
        less[i] = (g_less[i] - u @ dag(less_up[i])
                   + g_less[i] @ t @ dag(full_up))
        full[i] = g[i] + full_up @ dag(t) @ g[i]
    return full, less, less_up


def bond_current(t, less_up):
    return -2 * trace(dag(t) @ less_up).real


def inflow(s_less, s_ret, g, g_less):
    """Electrons fed into a layer by a self-energy, per unit energy."""
    s_great = s_less + s_ret - dag(s_ret)
    g_great = g_less + g - dag(g)
    return trace(s_less @ g_great - s_great @ g_less).real


def dense_matrix(a_diag, hops):
    sizes = [a.shape[-1] for a in a_diag]
    edge = np.concatenate([[0], np.cumsum(sizes)])
    out = np.zeros((a_diag[0].shape[0], edge[-1], edge[-1]), complex)
    for i, a in enumerate(a_diag):
        out[:, edge[i]:edge[i + 1], edge[i]:edge[i + 1]] = a
    for i, t in enumerate(hops):
        p = slice(edge[i], edge[i + 1])
        q = slice(edge[i + 1], edge[i + 2])
        out[:, p, q] = -t
        out[:, q, p] = -dag(t)
    return out, edge


# ---- random blocks of unequal size: sweep against dense inversion ----
rng = np.random.default_rng(7)


def rand(*shape):
    return rng.normal(size=shape) + 1j * rng.normal(size=shape)


sizes = [2, 3, 1, 4, 2]
r_hops = [rand(m, n) for m, n in zip(sizes[:-1], sizes[1:])]
r_a, r_sr, r_sl, r_h = [], [], [], []
for m in sizes:
    x, y, z, w = (rand(2, m, m) for _ in range(4))
    h = (x + dag(x))[:1]
    s_ret = y + dag(y) - 1j * (z @ dag(z) + 0.2 * np.eye(m))
    r_h.append(h)
    r_sr.append(s_ret)
    r_sl.append(1j * w @ dag(w))
    r_a.append(0.3 * np.eye(m) - h - s_ret)
r_full, r_less, r_up = sweep(r_a, r_hops, r_sl)
big_a, edge = dense_matrix(r_a, r_hops)
big_g = np.linalg.inv(big_a)
big_s = np.zeros_like(big_a)
for i in range(len(sizes)):
    p = slice(edge[i], edge[i + 1])
    big_s[:, p, p] = r_sl[i]
big_less = big_g @ big_s @ dag(big_g)
dense_error = 0.0
for i in range(len(sizes)):
    p = slice(edge[i], edge[i + 1])
    errs = [abs(r_full[i] - big_g[:, p, p]).max(),
            abs(r_less[i] - big_less[:, p, p]).max()]
    if i < len(r_hops):
        q = slice(edge[i + 1], edge[i + 2])
        errs.append(abs(r_up[i] - big_less[:, p, q]).max())
    dense_error = max(dense_error, *errs)
assert dense_error < 1e-10 * max(1.0, abs(big_less).max())

# ---- balance law with self-energies that do not conserve particles ----
r_j = [np.zeros(2)] + [bond_current(t, u) for t, u in zip(r_hops, r_up)]
r_j.append(np.zeros(2))
r_in = [inflow(r_sl[i], r_sr[i], r_full[i], r_less[i])
        for i in range(len(sizes))]
for i in range(len(sizes)):
    assert np.allclose(r_j[i + 1] - r_j[i], r_in[i], atol=1e-9, rtol=1e-9)
assert max(abs(x).max() for x in r_in) > 1e-2

# ---- bond current against the time derivative of the particle number ----
h_dense = -dense_matrix([-h.astype(complex) for h in r_h], r_hops)[0][0]
x = rand(edge[-1], edge[-1])
rho = x @ dag(x)
rho /= np.trace(rho).real
dt = 1e-4
for i, t in enumerate(r_hops):
    c = edge[i + 1]
    number = []
    for sign in (1, -1):
        u = expm(-1j * sign * dt * h_dense)
        number.append(np.trace((u @ rho @ dag(u))[:c, :c]).real)
    rate = (number[0] - number[1]) / (2 * dt)
    flow = bond_current(t, 1j * rho[edge[i]:c, c:edge[i + 2]])
    assert abs(rate + flow) < 1e-4 * max(1.0, abs(flow))

# ---- two-leg ladder between matched leads ----
N_LAYERS, HOP, BARRIER = 10, 1.0, 0.3
BARRIER_LAYERS = (3, 4, 5)          # counted from zero
TEMP, MU = 300.0, 0.1
D_EL, D_PH, OMEGA = 0.10, 0.05, 0.06
KT = const.k * TEMP / const.e
N_BOSE = 1 / np.expm1(OMEGA / KT)
UNIT = 2 * const.e**2 / const.h * 1e6   # eV -> microampere, eV^2 -> microwatt
eye = np.eye(2)
rung = -HOP * np.array([[0.0, 1.0], [1.0, 0.0]])
hops = [-HOP * eye] * (N_LAYERS - 1)


def fermi(e, mu):
    return 1 / (1 + np.exp((e - mu) / KT))


def shifted(x, s):
    """x(E + s steps), zero outside the energy window; axis 1 is energy."""
    out = np.zeros_like(x)
    if s > 0:
        out[:, :-s] = x[:, s:]
    else:
        out[:, -s:] = x[:, :s]
    return out


def solve(d_el, d_ph, mu_l=MU, mu_r=-MU, barrier=BARRIER,
          step=0.005, half=120):
    e = step * np.arange(-half, half + 1)
    s = int(round(OMEGA / step))
    assert abs(s * step - OMEGA) < 1e-12
    vals, vecs = np.linalg.eigh(rung)
    xm = e[:, None] - vals
    surf = (xm - 1j * np.sqrt(4 * HOP**2 - xm**2)) / (2 * HOP**2)
    assert abs(surf * (xm - HOP**2 * surf) - 1).max() < 1e-12
    lead = HOP**2 * np.einsum('am,em,bm->eab', vecs, surf, vecs)
    gamma = 1j * (lead - dag(lead))
    in_l = 1j * fermi(e, mu_l)[:, None, None] * gamma
    in_r = 1j * fermi(e, mu_r)[:, None, None] * gamma
    base = []
    for i in range(N_LAYERS):
        v = barrier if i in BARRIER_LAYERS else 0.0
        a = e[:, None, None] * eye - rung - v * eye + 0j
        if i in (0, N_LAYERS - 1):
            a = a - lead
        base.append(a)
    sr = np.zeros((N_LAYERS, len(e), 2), complex)
    sl = np.zeros_like(sr)
    history = []
    for _ in range(400):
        a_diag = [base[i] - sr[i][:, :, None] * eye for i in range(N_LAYERS)]
        less_in = [sl[i][:, :, None] * eye for i in range(N_LAYERS)]
        less_in[0] = less_in[0] + in_l
        less_in[-1] = less_in[-1] + in_r
        full, less, up = sweep(a_diag, hops, less_in)
        j = [inflow(in_l, lead, full[0], less[0])]
        j += [bond_current(t, u) for t, u in zip(hops, up)]
        j.append(-inflow(in_r, lead, full[-1], less[-1]))
        j = np.array(j)
        total = j.sum(axis=1) * step
        history.append(np.ptp(total) / max(abs(total.mean()), 1e-30))
        gr = np.array([np.diagonal(x, axis1=1, axis2=2) for x in full])
        gl = np.array([np.diagonal(x, axis1=1, axis2=2) for x in less])
        gg = gl + gr - gr.conj()
        pl = d_ph * ((N_BOSE + 1) * shifted(gl, s) + N_BOSE * shifted(gl, -s))
        pg = d_ph * ((N_BOSE + 1) * shifted(gg, -s) + N_BOSE * shifted(gg, s))
        new_sr = d_el * gr + (pg - pl) / 2
        new_sl = d_el * gl + pl
        change = max(abs(new_sr - sr).max(), abs(new_sl - sl).max())
        if change < 1e-12:
            break
        sr, sl = new_sr, new_sl
    assert change < 1e-12, "Born iteration not converged"
    emission = d_ph * step * ((N_BOSE + 1) * shifted(gl, s) * gg
                              - N_BOSE * gl * shifted(gg, s)).sum().real
    return dict(e=e, step=step, j=j, total=total, history=history, gr=gr,
                gl=gl, a_diag=a_diag, gamma=gamma, in_l=in_l, in_r=in_r,
                lead=lead, emission=emission)


# coherent limit: transmission from dense inversion
coh = solve(0.0, 0.0)
gc = np.linalg.inv(dense_matrix(coh['a_diag'], hops)[0])
corner = gc[:, :2, -2:]
trans = trace(coh['gamma'] @ corner @ coh['gamma'] @ dag(corner)).real
window = fermi(coh['e'], MU) - fermi(coh['e'], -MU)
assert abs(coh['j'] - trans * window).max() < 1e-10
clean = solve(0.0, 0.0, barrier=0.0)
assert abs(clean['j'] - 2 * window).max() < 1e-10

# elastic Born scattering: constant at each energy; direct linear solve
ela = solve(D_EL, 0.0)
ela_spread = np.ptp(ela['j'], axis=0).max()
assert ela_spread < 1e-9
ge = np.linalg.inv(dense_matrix(ela['a_diag'], hops)[0])
source = np.zeros_like(ge)
source[:, :2, :2] = ela['in_l']
source[:, -2:, -2:] = ela['in_r']
bare = np.diagonal(ge @ source @ dag(ge), axis1=1, axis2=2)
kernel = np.eye(2 * N_LAYERS) - D_EL * abs(ge)**2
local = np.linalg.solve(kernel, bare[:, :, None])[:, :, 0]
source = source + D_EL * local[:, :, None] * np.eye(2 * N_LAYERS)
less_e = ge @ source @ dag(ge)
j_direct = inflow(ela['in_l'], ela['lead'], ge[:, :2, :2], less_e[:, :2, :2])
assert abs(j_direct - ela['j'][5]).max() < 1e-9

# elastic and phonon scattering together
run = solve(D_EL, D_PH)
e, j, hist = run['e'], run['j'], run['history']
assert hist[-1] < 1e-9 and hist[1] > 1e-3
resolved_spread = np.ptp(j, axis=0).max()
assert resolved_spread > 1e-2
heat = run['step'] * (e * (j[0] - j[-1])).sum()
assert heat > 0 and abs(heat - OMEGA * run['emission']) < 1e-9
equil = solve(D_EL, D_PH, mu_l=0.0, mu_r=0.0)
assert abs(equil['j']).max() < 1e-9
coarse = solve(D_EL, D_PH, step=0.01, half=50)
grid_change = abs(coarse['total'].mean() / run['total'].mean() - 1)
assert grid_change < 1e-5

# ---- numbers for the text ----
print(f"layers {N_LAYERS}, sites per layer 2, hopping {HOP:.2f} eV")
print(f"barrier {BARRIER:.2f} eV on layers",
      *[i + 1 for i in BARRIER_LAYERS])
print(f"chemical potentials left {MU:+.2f} eV, right {-MU:+.2f} eV")
print(f"temperature {TEMP:.0f} K, kT = {KT:.6f} eV")
print(f"elastic strength D = {D_EL:.3f} eV^2")
print(f"phonon strength P = {D_PH:.3f} eV^2, energy {OMEGA:.3f} eV")
print(f"phonon occupation n = {N_BOSE:.5f}")
print(f"energy grid {e[0]:.2f} to {e[-1]:.2f} eV, step {run['step']:.3f} eV,"
      f" {len(e)} points")
print(f"random blocks: largest sweep-dense difference {dense_error:.1e}")
print(f"random blocks: largest layer inflow {max(abs(x).max() for x in r_in):.4f}")
mid = len(e) // 2
print(f"coherent transmission at E = 0: {trans[mid]:.5f}")
print(f"current, coherent, no barrier: {clean['total'].mean()*UNIT:.5f} uA")
print(f"current, coherent, barrier: {coh['total'].mean()*UNIT:.5f} uA")
print(f"current, elastic scattering: {ela['total'].mean()*UNIT:.5f} uA")
print(f"current, elastic + phonon: {run['total'].mean()*UNIT:.5f} uA")
print(f"elastic: largest layer spread of j(E) {ela_spread:.1e}")
print("elastic + phonon, current at each interface (0 = left contact):")
for i, value in enumerate(run['total']):
    print(f"  interface {i:2d}: {value*UNIT:.8f} uA")
print("relative spread of current over interfaces, by Born update:")
for k in (0, 1, 2, 4, 8, 16):
    if k < len(hist):
        print(f"  after {k:2d} updates: {hist[k]:.3e}")
print(f"  after {len(hist)-1} updates (converged): {hist[-1]:.1e}")
print("energy-resolved j(E), left contact and right contact:")
for energy in (-0.10, -0.05, 0.0, 0.05, 0.10):
    k = int(np.argmin(abs(e - energy)))
    print(f"  E = {energy:+.2f} eV: {j[0, k]:.5f}  {j[-1, k]:.5f}")
print(f"largest layer spread of j(E) with phonons: {resolved_spread:.5f}")
occ = (run['gl'].imag / (-2 * run['gr'].imag)).mean(axis=2)
print("local occupation at E = 0, layers 1, 5, 10:",
      *[f"{occ[i, mid]:.5f}" for i in (0, 4, 9)])
mean_e = (e * j).sum(axis=1) / j.sum(axis=1)
print(f"mean energy of current, left contact: {mean_e[0]*1e3:.4f} meV")
print(f"mean energy of current, right contact: {mean_e[-1]*1e3:.4f} meV")
print(f"heat to phonons from contact currents: {heat*UNIT:.6f} uW")
print(f"heat to phonons from net emission: {OMEGA*run['emission']*UNIT:.6f} uW")
print(f"total power I*V: {run['total'].mean()*UNIT*2*MU:.6f} uW")
print(f"relative current change, coarser grid and window: {grid_change:.1e}")
print("all good")
```

Printed output:

```
layers 10, sites per layer 2, hopping 1.00 eV
barrier 0.30 eV on layers 4 5 6
chemical potentials left +0.10 eV, right -0.10 eV
temperature 300 K, kT = 0.025852 eV
elastic strength D = 0.100 eV^2
phonon strength P = 0.050 eV^2, energy 0.060 eV
phonon occupation n = 0.10887
energy grid -0.60 to 0.60 eV, step 0.005 eV, 241 points
random blocks: largest sweep-dense difference 8.1e-16
random blocks: largest layer inflow 1.2622
coherent transmission at E = 0: 1.97818
current, coherent, no barrier: 30.99237 uA
current, coherent, barrier: 30.62728 uA
current, elastic scattering: 22.86853 uA
current, elastic + phonon: 20.53336 uA
elastic: largest layer spread of j(E) 1.5e-11
elastic + phonon, current at each interface (0 = left contact):
  interface  0: 20.53335617 uA
  interface  1: 20.53335617 uA
  interface  2: 20.53335617 uA
  interface  3: 20.53335617 uA
  interface  4: 20.53335617 uA
  interface  5: 20.53335617 uA
  interface  6: 20.53335617 uA
  interface  7: 20.53335617 uA
  interface  8: 20.53335617 uA
  interface  9: 20.53335617 uA
  interface 10: 20.53335617 uA
relative spread of current over interfaces, by Born update:
  after  0 updates: 1.123e-15
  after  1 updates: 1.208e-01
  after  2 updates: 7.742e-03
  after  4 updates: 8.208e-05
  after  8 updates: 1.705e-06
  after 16 updates: 6.537e-10
  after 21 updates (converged): 4.5e-12
energy-resolved j(E), left contact and right contact:
  E = -0.10 eV: 0.60093  0.72578
  E = -0.05 eV: 1.08106  1.22206
  E = +0.00 eV: 1.25866  1.25771
  E = +0.05 eV: 1.23121  1.08960
  E = +0.10 eV: 0.73532  0.61152
largest layer spread of j(E) with phonons: 0.16212
local occupation at E = 0, layers 1, 5, 10: 0.66875 0.52006 0.35277
mean energy of current, left contact: 4.8517 meV
mean energy of current, right contact: -4.0166 meV
heat to phonons from contact currents: 0.182096 uW
heat to phonons from net emission: 0.182096 uW
total power I*V: 4.106671 uW
relative current change, coarser grid and window: 3.1e-08
all good
```
